# Which Island Radius Does Small-Angle Scattering Weight Most Heavily?

## Problem

A mismatched film has broken up into strained islands. Each island is a half-ellipsoid with circular base radius $R$ and height $aR$, where $a$ is the same for all islands. Their radii follow the lognormal number density

$$n(R)=\frac{1}{Rs\sqrt{2\pi}}\exp\left[-\frac{(\ln(R/R_m))^2}{2s^2}\right],\qquad \int_0^\infty n(R)\,dR=1 .$$

The number median is $R_m=10$ nm, and the standard deviation of the natural logarithm of $R$ is $s=0.2$. The height ratio is $a=0.2$ and the areal density is $\rho=10^{10}$ cm$^{-2}$.

Scattering is weak enough for single scattering to suffice, and all islands have the same contrast. The scattering vector $\mathbf q$ lies in the film plane. The direct or specular beam is excluded.

(a) Show how the intensity of one island depends on $R$ at small $qR$, and when the intensities of many islands add.

(b) Find the median radius when each island counts in proportion to its intensity. By what percentage does it exceed the number median? What fraction of the islands lies above it?

(c) Find the radius given by the initial slope of $\ln I$ against $q^2$.

(d) Repeat (b) for islands of equal height.

(e) Find how a mutual exclusion distance $D=20$ nm between island centres changes (c).

(f) Judge how far the result of (b) survives in a real island film.

## Solution

### (a) One island and many islands

At distance $r$ from its axis, an island has thickness $a\sqrt{R^2-r^2}$. A full sphere has thickness $2\sqrt{R^2-r^2}$ along the same direction. For in-plane $\mathbf q$ the amplitude depends on the thickness profile alone, so the island's amplitude is $a/2$ times that of a sphere. With the common contrast set to one,

$$F(q,R)=\frac a2\,4\pi\int_0^R r^2\frac{\sin qr}{qr}\,dr
=\frac{2\pi a}{q}\int_0^R r\sin(qr)\,dr .$$

Integration by parts gives

$$\int_0^R r\sin(qr)\,dr=-\frac{R\cos qR}{q}+\frac{\sin qR}{q^2},$$

and therefore, with $x=qR$,

$$F(q,R)=\frac{2\pi a}{q^3}(\sin x-x\cos x).$$

For small $x$, $\sin x-x\cos x=x^3/3-x^5/30+\dots$. Hence

$$F=V\left(1-\frac{q^2R^2}{10}+\dots\right),\qquad V=\frac{2\pi a}{3}R^3 .$$

The amplitude at small $qR$ is proportional to the volume, and the intensity to its square:

$$F^2\simeq V^2\propto R^6 .$$

For $N$ islands at positions $\mathbf r_j$,

$$I=\left|\sum_jF_je^{i\mathbf q\cdot\mathbf r_j}\right|^2
=\sum_jF_j^2+\sum_{j\ne k}F_jF_k\,e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)} .$$

If the positions are independent and uniform over the illuminated area, the second sum averages to a diffraction peak of that area, centred at $q=0$. Because the sum has about $N^2$ terms, it is not enough for $q$ to exceed the inverse width of the area: $q$ must be large enough for the tail of the peak to be small compared with the first sum. Then the mean intensity is $I=N\langle F^2\rangle$, where angle brackets denote an average over $n(R)$. The sixth power thus needs a range of $q$ large enough to avoid the direct beam and small enough that $qR\ll1$.

### (b) The weighted median

Put $u=\ln(R/R_m)$, so that $dR/R=du$. For a general weight $R^p$,

$$R^p n(R)\,dR=\frac{R_m^p}{s\sqrt{2\pi}}\exp\left(pu-\frac{u^2}{2s^2}\right)du .$$

To complete the square, write

$$pu-\frac{u^2}{2s^2}
=-\frac{u^2-2ps^2u}{2s^2}
=-\frac{(u-ps^2)^2}{2s^2}+\frac{p^2s^2}{2}.$$

The last term does not depend on $u$. It affects the total weight but not the shape, and integration over $u$ gives the moments

$$\langle R^p\rangle=R_m^p\,e^{p^2s^2/2}. \tag{1}$$

The normalized weighted distribution of $u$ is a Gaussian of unchanged width $s$, centred at $ps^2$. Half its weight lies on either side of the centre. Because $R$ increases with $u$, the same point divides the weight in half on the radius scale:

$$R_w=R_m e^{ps^2}. \tag{2}$$

For $p=6$ and $s=0.2$, the exponent is $6\times0.04=0.24$, so

$$R_w=10\ \text{nm}\times e^{0.24}=12.71\ \text{nm}.$$

This is **27 percent above the number median**. The reference matters. By (1), the number mean is $R_me^{s^2/2}=10.20$ nm, and $R_w$ exceeds that by 24.6 percent.

An island lies above $R_w$ if $u>6s^2$, which is $6s=1.2$ standard deviations above the centre of the number distribution. The normal distribution has 11.5 percent of its area there. About one island in nine therefore supplies half the signal. Since the volume varies as $R^3$, taking $R_w$ for the number median overstates the volume of the median island by a factor $e^{18s^2}=2.05$.

The correction is $R_m=R_we^{-6s^2}$, and it requires $s$. At $s=0.1$ the excess is 6.2 percent; at $s=0.3$ it is 72 percent. As $s\to0$ all islands become equal and the excess vanishes as $6s^2$.

The correction applies to a radius that represents the intensity-weighted population. If a fit to the whole curve already includes $F^2$ in its model and returns $n(R)$, its number median must not be corrected a second time.

### (c) The radius from the initial slope

Squaring the expansion in (a) gives $F^2=V^2(1-q^2R^2/5+\dots)$. With $V^2\propto R^6$,

$$I(q)\propto\langle R^6\rangle-\frac{q^2}{5}\langle R^8\rangle+\dots .$$

Taking the logarithm to first order in $q^2$,

$$\ln I(q)=\text{constant}-\frac{q^2}{5}\frac{\langle R^8\rangle}{\langle R^6\rangle}+\dots .$$

Define $R_G$ as the base radius of identical islands that would give the same slope. It is an equivalent island radius, not a radius of gyration. Equation (1) yields

$$R_G^2=\frac{\langle R^8\rangle}{\langle R^6\rangle}
=R_m^2e^{(64-36)s^2/2}=R_m^2e^{14s^2},$$

$$R_G=R_me^{7s^2}=13.23\ \text{nm}.$$

The excess is now 32 percent. The slope measures the mean of $R^2$ within the intensity-weighted population, and this average leans further towards large islands than the median does. If the positions are independent, a radius obtained this way must be multiplied by $e^{-7s^2}$, not by $e^{-6s^2}$, to recover $R_m$.

### (d) Islands of equal height

If the height varies as $R^b$, the volume varies as $R^{2+b}$ and the intensity as $R^{2(2+b)}$. Fixed shape means $b=1$ and $p=6$. Equal height means $b=0$ and $p=4$, so (2) gives

$$R_w=R_me^{4s^2}=11.74\ \text{nm}.$$

The excess falls to 17 percent. The sixth power is therefore a statement about how island shape changes with size as well as about scattering.

### (e) Islands that exclude one another

Suppose that positions are correlated but independent of size. In the cross terms of (a), the two amplitudes then average separately, and

$$\frac IN=\langle F^2\rangle+\langle F\rangle^2[S(q)-1],$$

$$S(q)=1+\rho\int[g(r)-1]e^{i\mathbf q\cdot\mathbf r}\,d^2r .$$

Here $g(r)$ is the pair distribution. To leading order in density, $g=0$ for $r<D$ and $g=1$ beyond. The angular integral gives $2\pi J_0(qr)$, and $\int_0^D rJ_0(qr)\,dr=DJ_1(qD)/q$, so

$$S(q)=1-c\,\frac{2J_1(qD)}{qD},\qquad c=\pi\rho D^2 .$$

With $\rho=10^{-4}$ nm$^{-2}$, $c=\pi\times10^{-4}\times400=0.126$ and $S(0)=0.874$.

For the slope, use $2J_1(y)/y=1-y^2/8+\dots$ and $\langle F\rangle\propto\langle R^3\rangle-q^2\langle R^5\rangle/10$. Squaring the latter gives

$$\langle F\rangle^2\propto\langle R^3\rangle^2-\frac{q^2}{5}\langle R^3\rangle\langle R^5\rangle .$$

After multiplication by $S-1=-c(1-q^2D^2/8)$, the terms independent of $q$ in $I$ are $\langle R^6\rangle-c\langle R^3\rangle^2$. The coefficient of $-q^2/5$ is

$$\langle R^8\rangle-c\langle R^3\rangle\langle R^5\rangle-\frac{5cD^2}{8}\langle R^3\rangle^2 .$$

Their ratio is the new apparent squared radius:

$$R_G^2=\frac{\langle R^8\rangle-c\langle R^3\rangle\langle R^5\rangle-\frac58cD^2\langle R^3\rangle^2}
{\langle R^6\rangle-c\langle R^3\rangle^2}.$$

The moments (1) give $R_G=12.44$ nm, compared with 13.23 nm for independent positions. This is the leading order in density; the next order raises it to about 12.6 nm. A fixed $D$ also allows two islands to overlap when $R_1+R_2>D$. If the exclusion distance is instead $R_1+R_2$ for each pair, the leading order gives about 11.4 nm, and the next order raises this to about 11.8 nm for an equilibrium arrangement. The size of the shift therefore depends strongly on how the islands exclude one another. Exclusion suppresses the intensity most strongly at the smallest $q$. This flattens the initial fall of the curve and makes the islands look smaller. The closeness of 12.44 nm to the weighted median is a coincidence of these parameters: $R_G$ here depends on $\rho$ and $D$, while $R_w$ in (b) does not.

### (f) How far the result survives

The parameters are rough values in the regime of self-assembled semiconductor quantum dots: radii near 10 nm and densities near $10^{10}$ cm$^{-2}$. A logarithmic width of 0.2 describes a fairly broad population; a narrower one has a much smaller correction. Real islands can break the assumption of one shape, because strained islands may become steeper as they grow.

To size this effect, let $a$ double above 12 nm, with $n(R)$ held fixed. The intensity of the larger islands is then multiplied by four. Numerical integration of the weighted density puts the median at 13.69 nm, which is 7.7 percent above the ideal $R_w$ and 37 percent above $R_m$. This figure depends on where the shape changes: the excess over $R_m$ is 30 percent if $a$ doubles above 10 nm, 46 percent above 14 nm, 50 percent above 15 nm and 40 percent above 16 nm. Equal heights move the median the other way, by 7.7 percent. Among the changes considered here, these two assumptions about shape move the weighted median most.

The other changes were evaluated by the same integration, one at a time. Percentages are relative to the ideal 12.71 nm.

- **Finite in-plane $q$.** With the full $F(q,R)$, the median is 12.63 nm at $q=0.05$ nm$^{-1}$ and 12.37 nm at $0.10$ nm$^{-1}$. Interference within an island weakens the larger islands first.
- **Grazing incidence.** A normal component $q_z=0.6$ nm$^{-1}$ introduces a phase $q_zz$ across the height. With the in-plane component near zero, the amplitude is $\pi R^2\int_0^{aR}[1-z^2/(aR)^2]e^{iq_zz}dz$, and the median is 12.57 nm, a change of $-1.2$ percent. The change grows quickly with $q_z$: at $q_z=1.5$ nm$^{-1}$ the median is 11.84 nm, a change of $-6.9$ percent. Reflections from the substrate are not included.
- **Strain and contrast.** A linear strain of 4 percent in all three directions would change the density by about 12 percent; if the contrast rises by this amount above 12 nm, the median rises by 2.0 percent. This overstates the effect for uncovered islands, which are compressed in the plane and expand along the normal. With the elastic constants of Ge(001), a 4 percent in-plane strain changes the density by about 5 percent. Steeper islands also relax more, so their density tends to fall: a 5 percent drop in contrast above 12 nm lowers the median by 1.0 percent. In covered islands the contrast is the difference between two densities, and its relative change can be much larger.
- **Missing large islands.** Removing all islands above 16 nm takes away 0.94 percent of the population but lowers the weighted median by 3.1 percent. The result depends on a tail that a count of a few hundred islands samples poorly.
- **Another size law.** A gamma distribution with the same number median and the same ratio of standard deviation to mean, $\sqrt{e^{s^2}-1}=0.202$, gives 12.48 nm. The excess over $R_m$ is then 25 percent.

The figure of 27 percent therefore belongs to a lognormal population of similar islands at small $qR$. For the changes sized here, the weighted median stays between 17 and 37 percent above $R_m$. That range takes the shape change at 12 nm and is not a bound: the same change at 15 nm gives 50 percent, several changes may act together, and $s$ itself may be uncertain. From (2), a small error $\delta s$ changes the inferred $R_m$ by a relative amount $-12s\,\delta s$; for $\delta s=0.02$ this is about 5 percent in magnitude.

All numerical values are calculated from the stated model.
